# The energy gradient and its sampling noise in variational Monte Carlo, part 1

(Sections cited here and not found follow in the second part.)

## The energy gradient in variational Monte Carlo

A variational Monte Carlo calculation estimates the energy of a trial function from random points and then has to decide which way to change the parameters. If the gradient is obtained by differentiating the average of the local energy term by term and sampling every term, one of the terms has zero mean but a variance that does not vanish when the trial function becomes exact. The true gradient shrinks as the trial function improves while the noise of this term does not, so an optimization that takes full Newton steps with a fixed number of samples stalls at a distance from the minimum set by that number. For the model oscillator treated below, a Gaussian exponent 5% above its exact value gives a gradient of 0.0465 Ry bohr² and a variance per sample of 1.658 Ry² bohr⁴ when that term is kept. A standard error of one tenth of the gradient then takes $1.658/(0.00465)^2 \approx 7.7\times10^4$ independent samples, and the number grows without bound as the parameter approaches its exact value. With the term dropped, 1400 samples give the same relative error in this model at every value of the parameter other than the exact one, where the estimate is exactly zero.

### Conventions and the two parts of the gradient

Rydberg atomic units are used: energies in Ry, lengths in bohr, and $H = -\nabla^2 + V(\mathbf R)$, where $\mathbf R$ collects all particle coordinates and $\nabla$ acts on all of them. The trial function $\psi(\mathbf R;p)$ depends on one real parameter $p$; with several parameters the results hold for each. Unless stated otherwise $\psi$ is real and $H$ does not depend on $p$. The function is not normalized. With $\psi_p = \partial\psi/\partial p$,

$$N=\int\psi^2,\qquad \langle f\rangle=\frac1N\int\psi^2 f,\qquad E_L=\frac{H\psi}{\psi},\qquad O=\frac{\psi_p}{\psi}=\frac{\partial\ln|\psi|}{\partial p},\qquad D=\frac{\partial E_L}{\partial p}. \tag{1}$$

The energy is the Rayleigh quotient, which is also the mean local energy because $\psi^2E_L=\psi H\psi$:

$$E(p)=\frac1N\int\psi H\psi=\langle E_L\rangle. \tag{2}$$

We assume that $\partial/\partial p$ may be taken under the integrals $\int\psi H\psi$ and $\int\psi^2$, which holds when the differentiated integrands are bounded by an integrable function in a neighbourhood of $p$. The quotient rule, with $dN/dp=2\int\psi\psi_p$, gives

$$\frac{dE}{dp}=\frac1N\int\psi_pH\psi+\frac1N\int\psi H\psi_p-\frac{2E}{N}\int\psi\psi_p. \tag{3}$$

The first and third terms are already averages over $\psi^2$. Since $\psi_pH\psi=\psi^2\,O\,E_L$ and $\psi\psi_p=\psi^2O$, they equal $\langle OE_L\rangle$ and $-2E\langle O\rangle$. The second term is related to $D$. Differentiating $E_L=H\psi/\psi$ at fixed $\mathbf R$, with $H$ independent of $p$,

$$D=\frac{H\psi_p}{\psi}-\frac{\psi_p\,H\psi}{\psi^2}=\frac{H\psi_p}{\psi}-O\,E_L. \tag{4}$$

Multiplying by $\psi^2$ removes every denominator:

$$\psi^2D=\psi H\psi_p-\psi_pH\psi. \tag{5}$$

Integrating (5) and dividing by $N$ gives $N^{-1}\int\psi H\psi_p=\langle D\rangle+\langle OE_L\rangle$. Inserting this in (3),

$$\frac{dE}{dp}=\langle D\rangle+2\left[\langle E_LO\rangle-\langle E_L\rangle\langle O\rangle\right]=\langle D\rangle+2\,\mathrm{cov}(E_L,O). \tag{6}$$

The two parts have separate origins. The term $\langle D\rangle$ is the change of the local energy at fixed points. The covariance is the change of the sampling density, since $\partial_p(\psi^2/N)=2\psi\psi_p/N-\psi^2N^{-2}\,dN/dp=2(O-\langle O\rangle)\psi^2/N$. No property of $H$ beyond linearity and independence of $p$ has been used. At a node of $\psi$ the functions $E_L$, $O$ and $D$ can be singular, but the products $\psi^2E_L$, $\psi^2O$, $\psi^2OE_L$ and $\psi^2D$ are the regular integrands of (3) and (5), so all averages in (6) exist.

### Hermiticity removes the mean of $D$

Let both $\psi$ and $\psi_p$ lie in the domain on which $H$ is hermitian. For real functions $u,v$ in that domain, hermiticity reads $\int uHv=\int vHu$. With $u=\psi$ and $v=\psi_p$ the two terms of (5) have equal integrals, so

$$\langle D\rangle=\frac1N\left[\int\psi H\psi_p-\int\psi_pH\psi\right]=0, \tag{7}$$

and (6) becomes

$$\frac{dE}{dp}=2\,\mathrm{cov}(E_L,O)=2\langle ab\rangle,\qquad a=E_L-E,\quad b=O-\langle O\rangle. \tag{8}$$

The last form follows from $\langle ab\rangle=\langle E_LO\rangle-E\langle O\rangle-E\langle O\rangle+E\langle O\rangle$. Equation (8) holds for any trial function that meets the assumptions, however poor. It says that increasing $p$ lowers the energy when it moves weight ($b>0$) to places where the local energy is below average ($a<0$). A change of $p$ that only rescales $\psi$ has constant $O$, hence $b=0$ and no gradient. If $H$ depends on $p$, both (3) and (4) acquire a term in $\partial_pH$, the mean of $D$ becomes $N^{-1}\int\psi\,(\partial_pH)\psi$, and this must be added to the covariance.

The derivation carries over to a discrete basis of configurations $n$, with $H$ a real symmetric matrix, $E_L(n)=\sum_mH_{nm}\psi(m)/\psi(n)$ and sums in place of integrals. One condition is new. A configuration with $\psi(n)=0$ is never sampled, yet by (5) it contributes $-\psi_p(n)(H\psi)(n)$ to the sum that vanishes. The sampled averages obey (6), (7) and (8) only if these products sum to zero over such configurations, as they do when $\psi_p(n)=0$ wherever $\psi(n)=0$. In the continuum the nodes have zero measure and the question does not arise.

That (7) rests on hermiticity alone is seen by spoiling it. Add a real antisymmetric matrix $A$ to $H$. The symmetric part cancels as before, and $\psi_p^{T}A\psi=-\psi^{T}A\psi_p$, so

$$\langle D\rangle=\frac{2\,\psi^{T}A\psi_p}{N}. \tag{9}$$

For a local potential the cancellation can be followed point by point. Write $u=\ln|\psi|$ away from nodes. Then $\nabla\psi=\psi\nabla u$ and $\nabla^2\psi=\psi(\nabla^2u+|\nabla u|^2)$, so $E_L=-\nabla^2u-|\nabla u|^2+V$. The potential drops out on differentiating, and $\partial_pu=O$:

$$D=-\nabla^2O-2\nabla u\cdot\nabla O=-\frac1{\psi^2}\nabla\cdot\left(\psi^2\nabla O\right). \tag{10}$$

The second equality holds because $\nabla\cdot(\psi^2\nabla O)=\psi^2\nabla^2O+2\psi\nabla\psi\cdot\nabla O$ and $\psi\nabla\psi=\psi^2\nabla u$. Over a region $\Omega$ in which $\psi$ is smooth, the divergence theorem gives

$$\int_\Omega\psi^2D=-\oint_{\partial\Omega}\mathbf J\cdot\mathbf n\,dS,\qquad \mathbf J=\psi^2\nabla O=\psi\nabla\psi_p-\psi_p\nabla\psi, \tag{11}$$

with $\mathbf n$ the outward normal. The mean of $D$ is a pure surface term. It vanishes at infinity for bound functions, cancels between opposite faces for periodic ones, and vanishes on a wall where both $\psi$ and $\psi_p$ are zero. The second form of $\mathbf J$ shows that the flux is continuous through a node of a smooth $\psi$, so what leaves one nodal cell enters the next and the total is zero even when $p$ moves the node. The program checks (10) numerically at two points for a two-dimensional function, and checks (7) and (8) in the well $V=x^2+x^4/2$ for trial functions with a node, once for the node position and once for a quartic exponent, against a finite difference of the energy computed from $\int(\psi'^2+V\psi^2)$.

### A kink, where the surface term survives

Take $V=x^2$ in one dimension and $\psi=e^{-p|x|}$, with $p$ in bohr⁻¹. The slope jumps at the origin, so $\psi$ has finite kinetic energy but $H\psi$ is not a function and $\psi$ is outside the domain of $H$. Here $N=1/p$, and $|x|$ is exponentially distributed with rate $2p$, so $\langle|x|^k\rangle=k!/(2p)^k$. The energy from $\int(\psi'^2+V\psi^2)/N$ is $p^2+1/(2p^2)$, with derivative $2p-1/p^3$. At every $x\ne0$, which is all a sampler visits, $E_L=-p^2+x^2$, $O=-|x|$ and $D=-2p$. The pointwise averages are

$$\langle D\rangle=-2p,\qquad 2\,\mathrm{cov}(E_L,O)=-2\left[\frac{6}{(2p)^3}-\frac{2}{(2p)^2}\frac1{2p}\right]=-\frac1{p^3}. \tag{12}$$

The first agrees with (11). On $x>0$ the flux is $J=-\psi^2$ and the outward normal at the origin is $-1$; on $x<0$ the flux is $+\psi^2$ and the normal is $+1$. Each half contributes $-\psi^2(0)=-1$, and $-2/N=-2p$. At $p=1.5$ bohr⁻¹ the program finds $\langle D\rangle=-3.000000$, $2\,\mathrm{cov}=-0.296296$ and a true gradient of $2.703704$, all in Ry bohr. The sampled covariance has the wrong sign, and adding $\langle D\rangle$ moves it further away. The missing piece is the delta function in $\psi''=p^2\psi-2p\,\delta(x)$, which adds $2p\,\delta(x)$ to $E_L$ and $2\delta(x)$ to $D$. Since $\langle\delta(x)\rangle=\psi^2(0)/N=p$, the mean of $D$ becomes $-2p+2p=0$, and with $b(0)=0+1/(2p)$ the covariance term gains $2\cdot2p\cdot p\cdot1/(2p)=2p$, which restores $2p-1/p^3$.

### Complex trial functions

For complex $\psi$ and real $p$ the weight is $|\psi|^2/N$, and $O=\psi_p/\psi$ and $E_L$ are complex. Equation (4) is unchanged. Multiplying it by $|\psi|^2$ and using $\int\psi^*H\psi_p=\int(H\psi)^*\psi_p=\int|\psi|^2E_L^*O$,

$$\langle D\rangle=\langle O\,(E_L^*-E_L)\rangle=-2i\,\langle O\,\mathrm{Im}E_L\rangle, \tag{13}$$

which is not zero in general. Hermiticity still yields a gradient free of $D$. In the complex version of (3) the first two terms are $N^{-1}\int\psi_p^*H\psi=\langle O^*E_L\rangle$ and, by the relation just used, its complex conjugate, while $dN/dp=2N\,\mathrm{Re}\langle O\rangle$. Since $E$ is real,

$$\frac{dE}{dp}=2\,\mathrm{Re}\,\langle O^*(E_L-E)\rangle=2\langle\mathrm{Re}\,O\,(\mathrm{Re}E_L-E)\rangle+2\langle\mathrm{Im}\,O\,\mathrm{Im}E_L\rangle. \tag{14}$$

The last term equals the real part of (13). The statement that the mean of $D$ vanishes thus belongs to real functions, whereas the covariance form of the gradient survives with $O^*$ in place of $O$. It remains proportional to $E_L-E$, which is the property used next. From here on $\psi$ is real again.

### The sample covariance: bias and variance

Let $\mathbf R_1,\dots,\mathbf R_M$ be independent points drawn from $\psi^2/N$, and let an overbar denote the mean over them. Neither $E$ nor $\langle O\rangle$ is known, so both are replaced by sample means:

$$S=\overline{E_LO}-\overline{E_L}\;\overline{O}. \tag{15}$$

Adding a constant $k$ to $E_L$ adds $k\overline O$ to both terms and leaves $S$ unchanged, and the same holds for $O$. Hence $S=\overline{ab}-\bar a\,\bar b$ with the exactly centred $a$ and $b$ of (8), although these are never computed. Split the double sum in $\bar a\bar b=M^{-2}\sum_{i,j}a_ib_j$ into diagonal and off-diagonal parts, and define

$$T_1=\frac1M\sum_ia_ib_i,\qquad T_2=\frac1{M(M-1)}\sum_{i\ne j}a_ib_j. \tag{16}$$

Then $\bar a\bar b=T_1/M+(M-1)T_2/M$, so $S=(1-1/M)(T_1-T_2)$. Let $c=\langle ab\rangle$, and let $\mathbb E$ denote the average over repeated samples. Independence and $\langle a\rangle=\langle b\rangle=0$ give $\mathbb E\,T_1=c$ and $\mathbb E\,T_2=0$, so $\mathbb E\,S=(1-1/M)c$. The plain covariance underestimates the magnitude of the gradient by the fraction $1/M$, and the unbiased estimator is

$$G=\frac{2M}{M-1}S=2(T_1-T_2),\qquad \mathbb E\,G=2c=\frac{dE}{dp}. \tag{17}$$

The variance of $G$ needs three pieces. First, $T_1$ is a mean of $M$ independent copies of $ab$, so $\mathrm{var}\,T_1=(\langle a^2b^2\rangle-c^2)/M$. Second, $T_1$ and $T_2$ are uncorrelated: in $\mathbb E[a_kb_k\,a_ib_j]$ with $i\ne j$, at least one of $i,j$ differs from $k$, and the factor carrying that index stands alone and averages to zero. Third, in $\mathbb E\,T_2^2$ the term $\mathbb E[a_ib_ja_kb_l]$ with $i\neq j$, $k\ne l$ is nonzero only if no index stands alone. This leaves $(k,l)=(i,j)$, worth $\langle a^2\rangle\langle b^2\rangle$, and $(k,l)=(j,i)$, worth $c^2$, each occurring $M(M-1)$ times against a prefactor $[M(M-1)]^{-2}$. Therefore, exactly in $M$,

$$\mathrm{var}\,G=\frac{\sigma_{\rm cov}^2}{M}+\frac{4\left(\langle a^2\rangle\langle b^2\rangle+c^2\right)}{M(M-1)},\qquad \sigma^2_{\rm cov}=\mathrm{var}(2ab)=4\left(\langle a^2b^2\rangle-c^2\right), \tag{18}$$

provided the moments are finite. The quantity $\sigma^2_{\rm cov}$ is the variance per sample at large $M$. For points from a Markov chain the off-diagonal averages $\mathbb E[a_ib_j]$ no longer vanish, so the bias and the variance in (17) and (18) are modified by the serial correlation; every term of $S$ still contains one factor $a_i$.

### Zero variance at an eigenstate

Let $\psi(p_0)$ be an eigenfunction, $H\psi=E_0\psi$, ground or excited. Then $E_L=E_0$ at every point off the nodes, and (15) gives

$$S=E_0\overline O-E_0\overline O=0 \tag{19}$$

for every set of points. The estimate equals the exact gradient, zero, in each single run, so its variance is zero, in agreement with (18), where each term is quadratic in $a$. The argument uses nothing about how the points were produced; they may be correlated, unequilibrated or drawn from a different density. The program asserts this for the oscillator ground state with points drawn uniformly from an asymmetric interval.

Not every unbiased estimator of the same gradient has the property; two that lack it follow. The direct estimator samples both terms of (6), $G_{\rm dir}=G+\overline D$. It equals the mean of $D+2ab$ minus $2T_2$, and the lone-index argument shows that $\overline D$ is uncorrelated with $T_2$, so (18) holds with $\sigma^2_{\rm cov}$ replaced by

$$\sigma^2_{\rm dir}=\mathrm{var}(D+2ab)=\mathrm{var}\,D+2\,\mathrm{cov}(D,2ab)+\sigma^2_{\rm cov}. \tag{20}$$

At the eigenstate (4) gives $D_0=(H-E_0)\psi_p/\psi$. Expanding $\psi_p=\sum_nc_n\phi_n$ in orthonormal eigenfunctions of $H$ and using $\langle D_0\rangle=0$,

$$\sigma^2_{\rm dir}(p_0)=\langle D_0^2\rangle=\frac1N\int\left[(H-E_0)\psi_p\right]^2=\frac1N\sum_nc_n^2(E_n-E_0)^2. \tag{21}$$

This is positive unless $\psi_p$ lies wholly in the eigenspace of $E_0$, that is, unless the parameter does nothing but rescale $\psi$ or rotate it among degenerate states to first order.

A second comparison shows what the subtraction of sample means achieves. Suppose the product $E\langle O\rangle$ were known exactly and only $\langle E_LO\rangle$ were sampled, $G_{\rm naive}=2\overline{E_LO}-2E\langle O\rangle$. Since $E_LO=(a+E)(b+\langle O\rangle)$,

$$G_{\rm naive}=\overline{2ab+2Eb+2\langle O\rangle a},\qquad \sigma^2_{\rm naive}(p_0)=4E_0^2\,\mathrm{var}\,O. \tag{22}$$

For $E_0\ne0$ the exact mean does worse at the eigenstate than the noisy one, because in (15) the fluctuation $E_0\bar b$ occurs in both terms and cancels. The variance (22) also depends on the zero of energy, while $G$ does not.

The three estimators differ by multiples of the sample means of the zero-mean quantities $D$, $a$ and $b$, apart from the term $-2T_2$, which is absent from $G_{\rm naive}$ and whose variance is of order $1/M^2$. For $G+\lambda\overline D$ the variance per sample is $\sigma^2_{\rm cov}+2\lambda\,\mathrm{cov}(D,2ab)+\lambda^2\mathrm{var}D$, and setting the $\lambda$ derivative to zero gives

$$\lambda^*=-\frac{\mathrm{cov}(D,2ab)}{\mathrm{var}\,D}. \tag{23}$$

At an eigenstate $a=0$ and $\lambda^*=0$. Away from it $\lambda^*$ need not vanish, and the covariance form then is not the estimator of least variance. Zero variance also requires more than a stationary energy. At a variational minimum that is not an eigenstate, $c=0$ but $\sigma^2_{\rm cov}=4\langle a^2b^2\rangle$, which is positive unless $ab$ vanishes almost everywhere.

For real trial functions that meet the hermiticity conditions, the energy gradient is a covariance whose sample estimate is exactly zero at an eigenstate, whereas the direct and naive forms in general stay noisy there. It remains to find how the noise behaves near an eigenstate and when a parameter moves a node, and to test the results on a harmonic oscillator and a hydrogen chain.
